# Density Profile of a Nondegenerate Electron Accumulation Layer at an Ohmic Contact

## Result and scope

Let a metal occupy $x<0$ and an undoped semiconductor occupy $x>0$. In equilibrium, the electron density in the semiconductor is

$$
n(x)=\frac{n_s}{\left(1+\dfrac{x}{\sqrt2\,L_D}\right)^2},\qquad
L_D=\sqrt{\frac{\varepsilon k_BT}{e^2 n_s}} .
\tag{1}
$$

Here $n_s=n(0)$ is the density at the contact, $\varepsilon$ is the static permittivity of the semiconductor and $e>0$ is the elementary charge. The Debye length is built from the contact density $n_s$. A bulk density cannot take its place, since in this model the density tends to zero far from the metal.

Equation (1) holds within mean-field electrostatics under these conditions:

- no current flows, and $T$ and $\varepsilon$ are uniform;
- the electrons obey Boltzmann statistics;
- the charge of donors, holes and traps is negligible;
- the semiconductor is semi-infinite, and the field vanishes far from the contact.

Donors, holes and a finite thickness each limit the range of $x$ over which (1) can be used. They are treated below. The contact is called ohmic in the sense that it holds a reservoir of electrons denser than the interior; its current-voltage curve is not treated.

The equations are in SI form. Lengths are given in nm and densities in cm$^{-3}$, because atomic units are unnatural for so dilute a layer. The abbreviation $a=\sqrt2\,L_D$ is used throughout.

## The contact density

In ideal Schottky-Mott alignment the vacuum levels of metal and semiconductor meet at the interface. The conduction band edge there lies above the Fermi level by

$$
\Phi_B=E_c(0)-E_F=\Phi_M-\chi ,
\tag{2}
$$

where $\Phi_M$ is the metal work function and $\chi$ the electron affinity. An interface dipole or Fermi-level pinning would change $\Phi_B$, and hence $n_s$, but not the derivation of the profile for a given $n_s$.

For a parabolic band of mass $m$, with two spin states, the density of states at energy $E$ above the band edge is $(2m/\hbar^2)^{3/2}\sqrt E/(2\pi^2)$. With Boltzmann occupation and $t=E/k_BT$,

$$
n_s=\frac{1}{2\pi^2}\left(\frac{2mk_BT}{\hbar^2}\right)^{3/2}
e^{-\Phi_B/k_BT}\int_0^\infty\sqrt t\,e^{-t}\,dt .
$$

The integral is $\sqrt\pi/2$. Collecting factors gives

$$
n_s=N_c\,e^{-\Phi_B/k_BT},\qquad
N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.
\tag{3}
$$

The error of Boltzmann statistics follows from expanding the Fermi function. With $b=\Phi_B/k_BT>0$,

$$
\frac{1}{e^{t+b}+1}=e^{-(t+b)}-e^{-2(t+b)}+\dots
$$

The second term contains $\int_0^\infty\sqrt t\,e^{-2t}dt=2^{-3/2}\sqrt\pi/2$. Relative to the Boltzmann value, the leading correction to $n_s$ is therefore $-e^{-b}/2^{3/2}$. Away from the contact the band edge rises above $E_F$, so $b$ is replaced by a larger number and the correction shrinks. The nondegeneracy condition need be checked only at the contact: $\Phi_B$ must exceed $k_BT$ several times over. If $\Phi_M\le\chi$, the layer is degenerate near the metal and (1) does not apply there.

## Derivation of the profile

**Reduction to one equation.** Let $\phi(x)$ be the electrostatic potential. The band edge follows the electron's potential energy, $E_c(x)=E_c(0)-e[\phi(x)-\phi(0)]$, while $E_F$ is constant in equilibrium. Define

$$
u(x)=\frac{e[\phi(x)-\phi(0)]}{k_BT}.
$$

Applying (3) locally gives $n=N_c e^{-(E_c-E_F)/k_BT}=n_s e^{u}$, with $u(0)=0$. The charge density is $-en$, so Poisson's equation $\phi''=-\rho/\varepsilon$ becomes $\phi''=en/\varepsilon$. Multiplication by $e/k_BT$ yields

$$
u''=\frac{e^2n_s}{\varepsilon k_BT}\,e^u=\frac{e^u}{L_D^2}.
\tag{4}
$$

**First integral.** Multiply (4) by $u'$. The left side is $(u'^2/2)'$ and the right side is $(e^u)'/L_D^2$. Hence

$$
\frac{u'^2}{2}=\frac{e^u}{L_D^2}+C .
\tag{5}
$$

The constant is fixed far from the contact. If $u'\to0$ there, (5) requires $e^u\to-CL_D^2$, and (4) then gives $u''\to-C$. A slope that tends to zero cannot have a derivative that tends to a nonzero constant, so $C=0$, and the density vanishes at infinity too.

The other signs describe different problems. For $C>0$, equation (5) gives $|u'|\ge\sqrt{2C}$, so a field persists at every distance. For $C<0$, the density cannot fall below $|C|L_D^2n_s$; this is the finite slab treated below.

**Choice of root.** With $C=0$, $u'=\pm\sqrt2\,e^{u/2}/L_D$. The right side is never zero, so a continuous $u'$ keeps one sign. To separate the variables, differentiate $e^{-u/2}$:

$$
\left(e^{-u/2}\right)'=-\frac{u'}{2}e^{-u/2}=\mp\frac{1}{\sqrt2\,L_D}.
\tag{6}
$$

The upper sign would give $e^{-u/2}=1-x/a$, and the density would diverge at $x=a$. The lower sign is therefore required. Integrating from $u(0)=0$,

$$
e^{-u/2}=1+\frac{x}{a},
\tag{7}
$$

and $n=n_se^u$ is equation (1).

Substitution confirms it. From $u=-2\ln(1+x/a)$ follow $u'=-2/(a+x)$ and $u''=2/(a+x)^2$. The right side of (4) is $a^2/[L_D^2(a+x)^2]$, which is the same because $a^2=2L_D^2$.

The decay is algebraic because the screening electrons are themselves the ones that thin out. The local Debye length, $L_D\sqrt{n_s/n}=L_D(1+x/a)$, grows linearly with distance, so no fixed exponential length exists.

## Field, charge and band bending

The electric field is

$$
\mathcal E=-\phi'=-\frac{k_BT}{e}u'=\frac{2k_BT}{e(a+x)} .
\tag{8}
$$

It points into the semiconductor and pulls electrons back towards the metal, against their diffusion. At the contact it equals $\sqrt2\,k_BT/(eL_D)$.

The number of electrons per area between the contact and $x$ is

$$
\int_0^x n\,dx'=n_sa\left(1-\frac{1}{1+x/a}\right)=n_sa\,\frac{x}{a+x}.
\tag{9}
$$

The total is $N=n_sa=\sqrt2\,L_Dn_s$, and half of it lies within $x=a$, where the density has fallen to $n_s/4$. Gauss's law requires $\mathcal E(0)=eN/\varepsilon$. Inserting $e^2n_s/\varepsilon=k_BT/L_D^2$ gives $eN/\varepsilon=\sqrt2\,k_BT/(eL_D)$, in agreement with (8).

The band edge is $E_c-E_F=\Phi_B-k_BTu$, or

$$
E_c(x)-E_F=\Phi_B+2k_BT\ln\left(1+\frac{x}{a}\right).
\tag{10}
$$

It rises without limit in this model. In a sufficiently thick real semiconductor the rise ends where the positive charge of donors or holes balances the negative charge. Acceptors or filled electron traps add negative charge and make the band edge rise further.

Since $n_sa^2=2\varepsilon k_BT/e^2$, the profile can also be written

$$
n(x)=\frac{2\varepsilon k_BT}{e^2(a+x)^2}
\;\longrightarrow\;\frac{2\varepsilon k_BT}{e^2x^2}\qquad(x\gg a).
\tag{11}
$$

The contact enters through the offset $a$ alone, and the distant density forgets it. The sensitivity follows from $a\propto n_s^{-1/2}$:

$$
\frac{\partial\ln n(x)}{\partial\ln n_s}=-\frac{2}{a+x}\,\frac{\partial a}{\partial\ln n_s}=\frac{a}{a+x}.
\tag{12}
$$

An uncertain barrier therefore affects the density near the metal strongly and the density at $x\gg a$ weakly.

## A slab of finite thickness

Let the semiconductor end at $x=d$, with zero field at that face. Write $n_m=n(d)$ and $\mu=n_m/n_s$. Setting $u'=0$ and $e^u=\mu$ in (5) gives $C=-\mu/L_D^2$, so

$$
u'=-\frac{\sqrt2}{L_D}\sqrt{e^u-\mu}.
\tag{13}
$$

At equal density the slope is smaller in magnitude than in the semi-infinite case, so the density falls more slowly.

To integrate, set $\sqrt\mu\,e^{-u/2}=\cos\theta$ with $0\le\theta<\pi/2$. Then $e^u=\mu/\cos^2\theta$ and $\sqrt{e^u-\mu}=\sqrt\mu\tan\theta$. Taking the logarithm of the definition and differentiating gives $-u'/2=-\theta'\tan\theta$, or $u'=2\theta'\tan\theta$. Comparison with (13) gives $\theta'=-\sqrt{\mu}/(\sqrt2L_D)=-\sqrt\mu/a$. With $\theta(d)=0$,

$$
n(x)=\frac{n_m}{\cos^2\theta},\qquad \theta=\sqrt{\frac{n_m}{n_s}}\,\frac{d-x}{a}.
\tag{14}
$$

The condition $n(0)=n_s$ reads $\cos\theta_0=\sqrt\mu$, where $\theta_0=\sqrt\mu\,d/a$. Eliminating $\mu$,

$$
\frac{\theta_0}{\cos\theta_0}=\frac da,\qquad n_m=n_s\left(\frac{a\theta_0}{d}\right)^2.
\tag{15}
$$

The left side rises steadily from 0 to infinity on $0<\theta_0<\pi/2$, so there is one root, and bisection finds it safely. For $d\gg a$, $\theta_0\to\pi/2$, and the far-face density tends to $\pi^2/4\approx2.47$ times the value that (1) gives at $x=d$.

The same solution tells how a distant boundary disturbs the profile. Put $\beta=\pi/2-\theta$ and $\kappa=\theta_0/d=\sqrt\mu/a$. Then $n=n_m/\sin^2\beta$, and for a thick slab $\beta\approx\kappa(a+x)$. With $1/\sin^2\beta\approx(1+\beta^2/3)/\beta^2$ and $\kappa\approx\pi/(2d)$,

$$
\frac{n(x)}{n_{(1)}(x)}-1\approx\frac{\pi^2(a+x)^2}{12\,d^2}\qquad(a\ll x\ll d),
\tag{16}
$$

where $n_{(1)}$ is the density from (1). This estimate serves to choose the length of a numerical domain.

## Background carriers

**Donors.** Let fully ionized donors have density $N_D<n_s$, and put $\delta=N_D/n_s$. Poisson's equation becomes $u''=(e^u-\delta)/L_D^2$. Multiply by $u'$ and integrate, with $u'=0$ at the neutral value $e^u=\delta$:

$$
\frac{u'^2}{2}=\frac{1}{L_D^2}\left[e^u-\delta-\delta\,(u-\ln\delta)\right].
\tag{17}
$$

Within the layer $u>\ln\delta$, so the subtracted terms are positive and the density again decays more slowly than in (1). Close to the neutral bulk write $u=\ln\delta+v$ with small $v$. Then $v''=\delta v/L_D^2$, and the remaining excess decays exponentially over

$$
\frac{L_D}{\sqrt\delta}=\sqrt{\frac{\varepsilon k_BT}{e^2N_D}},
$$

the bulk Debye length. Equation (1) is thus usable while $n(x)\gg N_D$. Its inverse-square tail (11) appears only if this condition still holds at $x\gg a$.

**Holes.** In an undoped nondegenerate semiconductor with intrinsic density $n_i$, the hole density is $n_i^2/n$. Now let $\delta=n_i/n_s$ and $u=\ln\delta+v$, so that $n=n_ie^v$. The net charge gives

$$
v''=\frac{\delta}{L_D^2}(e^v-e^{-v})=\frac{\sinh v}{\lambda^2},\qquad
\lambda=\frac{L_D}{\sqrt{2\delta}} .
\tag{18}
$$

With $v,v'\to0$ in the bulk, the first integral is $v'^2/2=(\cosh v-1)/\lambda^2=2\sinh^2(v/2)/\lambda^2$. The decaying root is $v'=-(2/\lambda)\sinh(v/2)$. Since $d\ln\tanh(v/4)/dv=1/[2\sinh(v/2)]$, the logarithm of $\tanh(v/4)$ has slope $-1/\lambda$ in $x$, and

$$
\tanh\frac{v(x)}4=\tanh\frac{v(0)}4\;e^{-x/\lambda},\qquad v(0)=\ln\frac{n_s}{n_i}.
\tag{19}
$$

Equation (1) must reappear where $n\gg n_i$ and $x\ll\lambda$. For large $v$, $\tanh(v/4)\approx1-2e^{-v/2}$. To leading order (19) becomes $e^{-v/2}=e^{-v(0)/2}+x/(2\lambda)$. Multiplying by $e^{v(0)/2}=\delta^{-1/2}$ gives $e^{-u/2}=1+x/(2\lambda\sqrt\delta)=1+x/a$, which is (7).

## Worked example

The parameters are round model values: $\Phi_M=4.15$ eV, $\chi=4.00$ eV, relative permittivity 10, $m$ equal to the free-electron mass and $T=300$ K. Then $k_BT=0.02585$ eV and $N_c=2.509\times10^{19}$ cm$^{-3}$. The barrier is $4.15-4.00=0.15$ eV, and

$$
n_s=2.509\times10^{19}\,e^{-0.15/0.02585}\ \text{cm}^{-3}=7.58\times10^{16}\ \text{cm}^{-3}.
$$

Fermi-Dirac statistics lower this by 0.11 %, so the layer is nondegenerate. The Debye length is $L_D=13.73$ nm (259 bohr), and $a=19.4$ nm. The sheet density is

$$
N=(7.58\times10^{16}\ \text{cm}^{-3})(19.415\times10^{-7}\ \text{cm})=1.47\times10^{11}\ \text{cm}^{-2},
$$

and the contact field is $2(0.02585\ \text{V})/(19.415\ \text{nm})=2.66$ V/µm.

At 100 nm the factor in (1) is $1+100/19.415=6.151$, so $n=7.58\times10^{16}/6.151^2=2.00\times10^{15}$ cm$^{-3}$. At 500 nm the factor is 26.75 and $n=1.06\times10^{14}$ cm$^{-3}$. The band edge there lies $0.15+2(0.02585)\ln26.75=0.320$ eV above the Fermi level.

**A second metal.** With $\Phi_M=4.12$ eV the barrier is 0.12 eV, $n_s$ is 3.19 times larger and $L_D=7.69$ nm, so $a=10.9$ nm. At 500 nm the densities differ by the factor $[(500+19.4)/(500+10.9)]^2=1.034$. A threefold change at the contact has become 3 %. The limit $2\varepsilon k_BT/(e^2x^2)$ exceeds the first metal's density at this distance by 8 %, which is $(1+19.4/500)^2-1$.

**A 100 nm slab.** Here $d/a=5.15$. Equations (14) and (15) give $4.93\times10^{15}$ cm$^{-3}$ at the far face, 2.46 times the semi-infinite value and already close to the thick-slab ratio 2.47.

**Donors at $10^{14}$ cm$^{-3}$.** The bulk Debye length is $13.73\sqrt{758}=378$ nm. The density exceeds (1) by 1 % at 20 nm and by 8 % at 100 nm. At 1000 nm it is $1.19\times10^{14}$ cm$^{-3}$, whereas (1) gives $2.75\times10^{13}$ cm$^{-3}$ and has failed.

**Intrinsic carriers at $10^{12}$ cm$^{-3}$.** Here $\lambda=2.67$ µm. The density exceeds (1) by 2.4 % at 1000 nm. At 10 µm equation (19) gives $v=0.094$, hence $n=1.10\times10^{12}$ cm$^{-3}$, in agreement with the numerical solution; (1) gives $2.8\times10^{11}$ cm$^{-3}$.

## Numerical solution and checks

Measure $x$ in units of $L_D$ and use $u$ as the unknown, so that the density stays positive. On grid points $x_j$ with spacings $h_j=x_{j+1}-x_j$, integrating (4) over the cell around $x_j$ gives

$$
\frac{u_{j+1}-u_j}{h_j}-\frac{u_j-u_{j-1}}{h_{j-1}}=\frac{h_{j-1}+h_j}{2}\,e^{u_j}.
\tag{20}
$$

At the last point, zero field removes the first term and the cell has width $h_{j-1}/2$. The contact value $u_0=0$ is held fixed. Newton's method needs one tridiagonal solve per iteration and converged here from a uniform start at the contact value of $u$. A grid uniform in $\ln(1+x/L_D)$ resolves both the contact and the long tail. Donors and holes are included by replacing $e^{u_j}$ with the corresponding net charge.

This solution uses neither the first integral nor (1). On a domain of length $2000\,L_D$ it agrees with (1) to a relative $5.4\times10^{-4}$ for $x\le50\,L_D$. Equation (16) predicts $5.4\times10^{-4}$ at $x=50\,L_D$, so the finite domain accounts for the difference. The slope, the sheet density, the half-charge distance, the slab formula and the change of metal were tested in the same way; the values are in the numerical output.

## What the model leaves out

Three estimates for the first metal show where the continuum picture becomes rough.

- **Quantum confinement.** The thermal wavelength $(2/N_c)^{1/3}=4.3$ nm is smaller than $a$, which supports a local classical density over most of the layer. Within a few nanometres of the metal, the wave nature of the electrons can change the profile.
- **Image force.** For an ideal metal the image energy is $-e^2/(16\pi\varepsilon x)=-k_BT/(16\pi n_sL_D^2x)$. It reaches $k_BT$ in magnitude at $x\approx1.4$ nm and is omitted here. The total $N$ and the contact field include these first nanometres and are far more sensitive to the omission than the outer profile. With the bare image energy added to the Boltzmann factor and held constant below a cutoff of 1 nm, both rise by about 30 %, and by more for a smaller cutoff, while the density at 20, 100 and 500 nm moves by less than 2 %.
- **Correlation.** The Coulomb energy of two electrons at the mean spacing $n_s^{-1/3}=24$ nm is about $0.24\,k_BT$. This is below $k_BT$ but not negligible, and $n_sL_D^3$ is only about 0.2. Equation (1) is thus a mean-field density averaged over the contact area, and its small numerical error measures agreement with Poisson-Boltzmann theory, not with a real contact.

In an implementation, (1) should be used where the image energy is far below $k_BT$ (for the first metal its magnitude is $0.07\,k_BT$ at 20 nm), for $x$ well below $d$, and while $n(x)$ is far above $n_i$ and the densities of donors, acceptors and charged traps. Acceptors and negatively charged traps set a further condition, because the field of those farther out acts through the whole layer. By (9), the electrons beyond $x$ number $N-n_sax/(a+x)=n(x)(a+x)$ per area. The negative fixed charges between $x$ and the point where the field vanishes must be far fewer per area than this. Farther from the metal, (14) serves for a finite undoped slab whose far-face density $n_m$ is far above $n_i$, (19) for intrinsic carriers in a thick sample, and a numerical solution with the background charge for other cases. Closer to the metal, none of these formulas includes the image force or quantum confinement.

## Computed results

```
temperature = 300 K, kT = 0.02585 eV
relative permittivity = 10.0, mass ratio = 1.0
electron affinity = 4.00 eV
effective density of states N_c = 2.5094e+19 cm^-3
metal 1: work function = 4.15 eV, barrier = 0.15 eV
  contact density n_s = 7.5802e+16 cm^-3
  Debye length L = 13.729 nm
  Fermi-Dirac correction to n_s = -0.107 %
metal 2: work function = 4.12 eV, barrier = 0.12 eV
  contact density n_s = 2.4191e+17 cm^-3
  Debye length L = 7.685 nm
  Fermi-Dirac correction to n_s = -0.339 %
all following lines: metal 1 unless stated
Debye length L = 259.4 bohr
sqrt(2) L = 19.415 nm
sheet density sqrt(2) L n_s = 1.4717e+11 cm^-2
contact field magnitude = 2.663 V/um
numerical sheet density / (L n_s) = 1.41421
numerical sheet fraction within sqrt(2) L = 0.50000
largest relative profile error, x <= 50 L = 5.4e-04
largest relative slope error, x <= 20 L = 1.4e-04
x (nm), n law (cm^-3), n numerical (cm^-3), E_c - E_F (eV)
      0  7.5802e+16  7.5802e+16  0.1500
     20  1.8392e+16  1.8392e+16  0.1866
    100  2.0038e+15  2.0038e+15  0.2439
    500  1.0591e+14  1.0594e+14  0.3199
contact density ratio, metal 2 / metal 1 = 3.191
density ratio at 500 nm: law 1.0337, numerical 1.0337
far limit 2 eps kT/(e x)^2 at 500 nm = 1.1429e+14 cm^-3
far limit / law at 500 nm = 1.0792
slab of 100 nm, density at far face:
  secant formula = 4.9262e+15 cm^-3
  numerical = 4.9262e+15 cm^-3
  semi-infinite law = 2.0038e+15 cm^-3
donor density = 1.0e+14 cm^-3, intrinsic density = 1.0e+12 cm^-3
x (nm), n law, n with donors, n with intrinsic carriers (cm^-3)
     20  1.8392e+16  1.8590e+16  1.8393e+16
    100  2.0038e+15  2.1665e+15  2.0044e+15
   1000  2.7495e+13  1.1939e+14  2.8164e+13
  10000  2.8463e+11  1.0000e+14  1.0988e+12
```
